# Why Onsager's reaction field removes the Lorentz ferroelectric catastrophe in water

## What dimensions and symmetry already fix

Take a liquid of rigid point dipoles $\mu$ with number density $n$ at temperature $T$. In atomic units, with $4\pi\epsilon_0=1$, $\mu^2$ divided by a volume is an energy. The only dimensionless number that $n$, $\mu$ and $kT$ can form is therefore $n\mu^2/kT$, up to functions of itself. With a convenient factor, define

$$y=\frac{4\pi n\mu^2}{9kT}.$$

If these are the only parameters, the static permittivity is a function $\varepsilon(y)$. If it diverges, it does so at some fixed $y_c$, so the temperature must have the form $kT_c=4\pi n\mu^2/(9y_c)$. Dimensions cannot say whether a finite $y_c$ exists. The Lorentz field gives $y_c=1$; Onsager's theory gives no finite $y_c$.

Symmetry supplies the reason. A dipole polarizes its surroundings, and they return a field to it. In an isotropic liquid without applied field, the dipole's direction is the only direction available, so the returned field, averaged over the surroundings, lies along the dipole and cannot turn it. The Lorentz field contains the mean of this returned field, and using it to orient dipoles turns a torque-free field into a torque.

I treat classical orientation and linear response to a macroscopic field $E$. The surroundings of a molecule are a continuum outside a sphere of radius $a$ whose volume is the volume per molecule, $4\pi na^3/3=1$.

## First contribution: orientation against heat

Let a field $F$ act on a rigid dipole at angle $\theta$. Its energy is $-\mu F\cos\theta$. With $c=\cos\theta$ and $x=\mu F/kT$, the Boltzmann average is

$$\langle c\rangle=\frac{\int_{-1}^{1}c\,e^{xc}\,dc}{\int_{-1}^{1}e^{xc}\,dc}=\coth x-\frac1x\equiv L(x).$$

For small $x$, replace $e^{xc}$ by $1+xc$. The numerator becomes $2x/3$ and the denominator $2$, so $L\simeq x/3$ and

$$\langle m\rangle=\frac{\mu^2F}{3kT}.$$

This law has no catastrophe in it: the response to a given $F$ is finite at every $T>0$. A divergence can enter only through the relation between $F$ and $E$.

## Second contribution: the Lorentz feedback

Cut a sphere out of a uniformly polarized medium while keeping its polarization $P$ frozen. The medium's outward normal points into the hole, so the surface charge is $-P\cos\theta$. A charge $\sigma$ per area in direction $\theta$ gives the centre an axial field $-\sigma\cos\theta$ per unit solid angle. The sum is

$$\int P\cos^2\theta\,d\Omega=\frac{4\pi P}{3}.$$

If the molecules inside the sphere contribute nothing on average, the mean local field is $F_L=E+4\pi P/3$. Since $4\pi P=(\varepsilon-1)E$,

$$F_L=\frac{\varepsilon+2}{3}E.$$

Let this field both stretch and orient a molecule of polarizability $\alpha$. Then $P=n(\alpha+\mu^2/3kT)F_L$. Multiplying by $4\pi/E$ and dividing by $\varepsilon+2$ gives

$$\frac{\varepsilon-1}{\varepsilon+2}=\frac{4\pi n}{3}\left(\alpha+\frac{\mu^2}{3kT}\right)=s+y,\qquad s=\frac{4\pi n\alpha}{3}.$$

Solving for $\varepsilon$ gives

$$\varepsilon=\frac{1+2(s+y)}{1-(s+y)}.$$

The pole is at $s+y=1$:

$$T_L=\frac{4\pi n\mu^2}{9k}\quad(\alpha=0),\qquad T_L'=\frac{T_L}{1-s}\quad(0<s<1).$$

Polarizability raises the pole because induced moments add to the same feedback.

Below the pole this theory predicts polarization at $E=0$. For rigid dipoles the field is then $4\pi P/3$ with $P=n\mu L(x)$, so

$$x=\frac{\mu}{kT}\,\frac{4\pi n\mu}{3}L(x)=3yL(x).$$

The expansion $L(x)/x=\sum_{k\ge1}2/(x^2+k^2\pi^2)$ falls steadily from $1/3$ at $x=0$ to zero at large $x$. A nonzero solution therefore exists when $1/(3y)<1/3$, that is, when $y>1$. The linear pole and the onset of spontaneous order coincide.

## Third contribution: the cavity field

To see what $F_L$ contains, solve for the field of an empty sphere in a dielectric $\varepsilon$ whose distant field is $E$. The medium may now readjust to the hole. The potentials are

$$\phi_{\rm in}=-GEr\cos\theta,\qquad \phi_{\rm out}=\left(-Er+\frac{B}{r^2}\right)\cos\theta.$$

Continuity at $r=a$ gives $B=(1-G)Ea^3$. Continuity of the normal displacement gives

$$-GE=\varepsilon\left(-E-\frac{2B}{a^3}\right)=-\varepsilon E-2\varepsilon(1-G)E.$$

Hence $G(1+2\varepsilon)=3\varepsilon$, and

$$G=\frac{3\varepsilon}{2\varepsilon+1}=\frac32-\frac{3}{2(2\varepsilon+1)}<\frac32.$$

However polarizable the medium, the field in the empty cavity never reaches $1.5E$.

## Fourth contribution: the reaction field

Now set $E=0$ and put a dipole $m$ at the centre. With $R$ the field returned by the medium,

$$\phi_{\rm in}=\left(\frac{m}{r^2}-Rr\right)\cos\theta,\qquad \phi_{\rm out}=\frac{C}{r^2}\cos\theta.$$

Continuity gives $C=m-Ra^3$. The displacement condition is

$$-\frac{2m}{a^3}-R=-\frac{2\varepsilon C}{a^3}=-\frac{2\varepsilon m}{a^3}+2\varepsilon R.$$

Collecting terms,

$$R=fm,\qquad f=\frac{2(\varepsilon-1)}{(2\varepsilon+1)a^3}.$$

The factor $f$ is positive for $\varepsilon>1$, so the returned field supports the dipole that caused it.

The mean dipole is $\langle m\rangle=P/n=(\varepsilon-1)E/(4\pi n)$. Since $1/n=4\pi a^3/3$, this is $\langle m\rangle=(\varepsilon-1)a^3E/3$. Add the cavity field and the mean reaction field:

$$GE+f\langle m\rangle=\frac{9\varepsilon+2(\varepsilon-1)^2}{3(2\varepsilon+1)}E=\frac{2\varepsilon^2+5\varepsilon+2}{3(2\varepsilon+1)}E.$$

The numerator factors as $(2\varepsilon+1)(\varepsilon+2)$, so the sum is $(\varepsilon+2)E/3=F_L$. In this cavity model the Lorentz field is a correct mean field. The error lies in using all of it to orient a permanent dipole.

The two parts have very different weights:

| $\varepsilon$ | cavity$/E$ | mean reaction$/E$ | Lorentz$/E$ |
|---:|---:|---:|---:|
| 2 | 1.200 | 0.133 | 1.333 |
| 10 | 1.429 | 2.571 | 4.000 |
| 80 | 1.491 | 25.843 | 27.333 |

At $\varepsilon=2$ the reaction part is a tenth of the Lorentz field. At $\varepsilon=80$ it is about 95%. Growth without limit comes from this part, since the cavity part is bounded.

## Weighing the torque

The torque of a molecule's reaction field on its own dipole is $\mathbf m\times f\mathbf m=0$. Equivalently, building up the dipole in its own reaction field costs $-\int_0^m fm'\,dm'=-fm^2/2$, which for a rigid dipole does not depend on direction. A direction-independent energy cancels from the Boltzmann average.

The surroundings need not turn faster than the molecule. Static response requires the free energy at a fixed molecular direction, with the surroundings averaged in equilibrium. By isotropy that free energy is constant at $E=0$. A delay would produce a momentary torque and affect the dynamics, but not this equilibrium weight.

The Lorentz closure replaces the field $f\mathbf m$, which turns with the molecule, by the fixed vector $f\langle\mathbf m\rangle$. A fixed field does exert a torque whenever the dipole points away from its line. A discrete environment of cubic symmetry shows the difference. That symmetry makes the returned field parallel to the central dipole, as averaging does in an isotropic liquid; a single irregular arrangement would in general exert a torque, which only the average removes. Put a dipole along $(1,2,3)$ at the centre of 304 polarizable points on a simple cubic lattice, each with polarizability 0.06 in units of the cubed spacing. When the induced dipoles follow, the torque divided by dipole times reaction field is zero to rounding, $5\times10^{-16}$. When they stay frozen and the central dipole is turned by $90^\circ$, the ratio is 1.000.

For rigid dipoles the cavity field alone must therefore orient. With $4\pi n\mu^2/(3kT)=3y$,

$$\varepsilon-1=3yG=\frac{9y\varepsilon}{2\varepsilon+1}.$$

Because $G<3/2$, it follows at once that $\varepsilon<1+9y/2$. This bound is finite at every $T>0$, and the pole is gone.

## Restoring the false torque by degrees

The causal claim can be tested by allowing a fraction $\lambda$ of the mean reaction field to orient rigid dipoles:

$$\varepsilon-1=3y\left[\frac{3\varepsilon}{2\varepsilon+1}+\lambda\frac{2(\varepsilon-1)^2}{3(2\varepsilon+1)}\right].$$

Multiply by $2\varepsilon+1$ and collect powers of $\varepsilon$:

$$2(1-\lambda y)\varepsilon^2-(1+9y-4\lambda y)\varepsilon-(1+2\lambda y)=0.$$

For $\lambda y<1$ the leading coefficient is positive and the constant term negative, so there is one positive root. As $\lambda y\to1$ from below, that root grows as

$$\varepsilon\simeq\frac{1+9y-4\lambda y}{2(1-\lambda y)}.$$

For $\lambda y\ge1$ and $0<\lambda\le1$ no coefficient is positive, so no positive root exists. The pole is at

$$T_c(\lambda)=\lambda T_L.$$

With the water parameters below, a numerical search for the divergence gives 1179 K, 589 K and 295 K for $\lambda=1$, $0.5$ and $0.25$. Even a quarter of the false torque would put the pole close to room temperature. At $\lambda=0$ the formal value at 1 K is $\varepsilon\approx5300$, large but finite.

## Fifth contribution: the induced moment

A real molecule also stretches, and here the reaction field does act. Let $\mathbf u$ be the unit vector along the permanent dipole and $\mathbf p$ the induced moment, so $\mathbf m=\mu\mathbf u+\mathbf p$. At fixed $\mathbf u$ the energy is

$$W=\frac{p^2}{2\alpha}-G\,\mathbf m\cdot\mathbf E-\frac f2m^2.$$

The terms are the cost of stretching, the energy in the cavity field and the reaction energy. Minimizing over $\mathbf p$ gives $\mathbf p=\alpha(G\mathbf E+f\mathbf m)$, hence

$$\mathbf m=\frac{\mu\mathbf u+\alpha G\mathbf E}{1-\alpha f}.$$

This is a minimum if $1/\alpha>f$. Since $f<1/a^3$, the condition $\alpha<a^3$ is sufficient.

At the minimum a change of $\mathbf p$ does not alter $W$ to first order, so $dW=-G\,\mathbf m\cdot d\mathbf E$. To first order in $E$ the orienting energy is therefore $-\mu^*G\,\mathbf u\cdot\mathbf E$, with

$$\mu^*=\frac{\mu}{1-\alpha f}.$$

The reaction field lengthens the dipole, and the cavity field turns the lengthened dipole. The orientation law gives $\langle\mathbf u\rangle=\mu^*G\mathbf E/3kT$. Averaging $\mathbf m$ and using $\varepsilon-1=4\pi n\langle m\rangle/E$,

$$\varepsilon-1=4\pi nG\left[\frac{\alpha}{1-\alpha f}+\frac{\mu^{*2}}{3kT}\right].$$

To simplify, define $\varepsilon_\infty$ by $(\varepsilon_\infty-1)/(\varepsilon_\infty+2)=s=\alpha/a^3$. Then

$$1-\alpha f=\frac{(2\varepsilon+1)(\varepsilon_\infty+2)-2(\varepsilon-1)(\varepsilon_\infty-1)}{(2\varepsilon+1)(\varepsilon_\infty+2)}=\frac{3(2\varepsilon+\varepsilon_\infty)}{(2\varepsilon+1)(\varepsilon_\infty+2)}.$$

With $4\pi n=3/a^3$, the induced term becomes $3\varepsilon(\varepsilon_\infty-1)/(2\varepsilon+\varepsilon_\infty)$. Move it to the left:

$$\varepsilon-1-\frac{3\varepsilon(\varepsilon_\infty-1)}{2\varepsilon+\varepsilon_\infty}=\frac{2\varepsilon^2-2\varepsilon\varepsilon_\infty+\varepsilon-\varepsilon_\infty}{2\varepsilon+\varepsilon_\infty}=\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+1)}{2\varepsilon+\varepsilon_\infty}.$$

The permanent term is

$$\frac{3yG}{(1-\alpha f)^2}=\frac{y\varepsilon(2\varepsilon+1)(\varepsilon_\infty+2)^2}{(2\varepsilon+\varepsilon_\infty)^2}.$$

Equating the two and cancelling common factors gives Onsager's equation,

$$(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)=y\varepsilon(\varepsilon_\infty+2)^2.$$

With $b=\varepsilon_\infty+y(\varepsilon_\infty+2)^2$ it reads $2\varepsilon^2-b\varepsilon-\varepsilon_\infty^2=0$. The product of the roots is negative, so exactly one is positive:

$$\varepsilon=\frac{b+\sqrt{b^2+8\varepsilon_\infty^2}}{4}.$$

It is finite for every $T>0$ when $\alpha<a^3$. At low temperature it grows as $b/2$, in proportion to $1/T$.

Two limits show where the Lorentz field is sound. For $\mu=0$ the equation gives $\varepsilon=\varepsilon_\infty$, which is the Clausius–Mossotti result obtained from the Lorentz field. An induced dipole has no independent direction to be turned; it is created by the full local field, reaction part included. The pole at $\alpha=a^3$ therefore survives, and Onsager's argument removes only the orientational one.

The second limit is a dilute gas. For rigid dipoles the Lorentz result is

$$\varepsilon-1=\frac{3y}{1-y}=3y+3y^2+3y^3+\dots$$

For Onsager, put $u=\varepsilon-1$, so that $u(2u+3)=9y(1+u)$, and try $u=3y+c_2y^2+c_3y^3$. Order $y^2$ gives $18+3c_2=27$, so $c_2=3$. Order $y^3$ gives $12c_2+3c_3=9c_2$, so $c_3=-3$. The theories part at order $y^3$, with a difference relative to $\varepsilon-1$ of about $2y^2$. In steam at 1 atm and 400 K, treated as an ideal gas, $y=1.6\times10^{-3}$ and $2y^2\approx5\times10^{-6}$. Both full equations, polarizability included, give $\varepsilon-1=0.005175$. Agreement in steam therefore cannot justify the Lorentz torque in the liquid. Neither $y^3$ coefficient should be read as that of a fluid of discrete molecules: Wertheim's mean spherical approximation for rigid dipolar hard spheres gives $c_3=3/16$, between the two.

## Numbers for water

The free molecule, computed with PBE0/aug-cc-pVDZ at a bond length of 0.96 Å and an angle of 104.5°, has $\mu=0.3887$ $e$Å (1.87 D) and $\alpha=1.365$ Å$^3$. This level approximates electron correlation, uses a finite basis and omits vibration. The larger aug-cc-pVTZ basis gives $\mu=0.3872$ $e$Å and $\alpha=1.418$ Å$^3$, which moves the rigid Lorentz pole found below from 1179 to 1170 K and Onsager's permittivity at 300 K from 27.9 to 28.2. The polarizability shifts by 4%, so quantities that depend on it move by more than their last digit: $s$ from 0.191 to 0.199, $\varepsilon_\infty$ from 1.709 to 1.743, the Lorentz permittivity at 1600 K from 39.5 to 40.6 and the steam value of $\varepsilon-1$ from 0.005175 to 0.005150. The digits below belong to the smaller basis. A density of 1.00 g/cm$^3$ gives $n=0.03343$ Å$^{-3}$ and $a=1.926$ Å.

Restoring $e^2/4\pi\epsilon_0=14.40$ eV Å,

$$kT_L=\frac{4\pi}{9}(0.03343)(0.3887)^2(14.40)\ \text{eV}=0.1016\ \text{eV},$$

or 1179 K. With $s=0.191$, the polarizable pole is at $0.1016/0.809=0.1256$ eV, or 1457 K. Density is held fixed in both cases.

At 300 K, $y=1179/300=3.93$. The rigid Lorentz model then predicts 90.6% of full alignment at zero macroscopic field, as in a sample between short-circuited plates. The polarization is 18.9 µC/cm$^2$, and the Lorentz field sustaining it is 71 MV/cm.

For Onsager's theory, $\varepsilon_\infty=1.709$ and

$$b=1.709+3.929\,(3.709)^2=55.8,\qquad \varepsilon=\frac{55.8+\sqrt{55.8^2+8(1.709)^2}}{4}=27.9.$$

Rigid dipoles alone would give 18.2, so stretching contributes substantially. At fixed density and with polarizability included, the two theories compare as follows:

| $T$ (K) | Lorentz $\varepsilon$ | Onsager $\varepsilon$ |
|---:|---:|---:|
| 3000 | 5.2 | 3.9 |
| 2000 | 11.7 | 5.2 |
| 1600 | 39.5 | 6.2 |
| 1000 | −10.1 | 9.1 |
| 300 | −3.0 | 27.9 |

The negative Lorentz entries lie beyond its pole. They are formal responses of an unpolarized state that this theory itself makes unstable. At 1457 K, where the Lorentz value diverges, Onsager gives 6.6.

## How far the model reaches real water

The high-temperature entries describe a fluid held at 1 g/cm$^3$, not water at ordinary pressure; the liquid–vapour distinction ends near 650 K, roughly. The practical contradiction is at 300 K, where water is an ordinary liquid with a measured permittivity of roughly 80 and no spontaneous polarization.

Onsager's 28 is finite but far too low. One assumption that clearly fails is that neighbours form a featureless continuum: the directions of nearby dipoles are correlated. In water hydrogen bonds contribute to this, but correlation does not need them. The mean spherical approximation for rigid dipolar hard spheres, which also has no pole, gives $\varepsilon\approx46$ at $y=3.93$, where Onsager's rigid value is 18.2. If the whole deficit is put into a factor $g$ multiplying $y$, then $\varepsilon=80$ requires $g=2.9$. This fitted factor also absorbs errors in $\mu$, $\alpha$ and the cavity, so it is not a pure measure of correlation.

The choice of cavity also matters. With $\alpha$ and $n$ fixed, a radius 5% smaller raises $\varepsilon$ only from 27.9 to 30.1, but one 25% smaller (1.44 Å, about half the distance between neighbouring oxygen atoms) raises it to 58.7. The fitted $g$ therefore depends strongly on the cavity radius, falling from 2.9 to 1.4 for the 25% smaller cavity, and the model does not determine that radius precisely. The remaining estimates are smaller. At 1 MV/cm, with the surrounding permittivity held fixed, saturation lowers the mean moment per unit field by 0.5%. The molecule's own field is stronger: in the continuum just outside the cavity it reaches about 10 MV/cm, where linear response is no longer accurate. As a rough measure, halving the susceptibility $\varepsilon-1$ in the reaction factor $f$ alone lowers $\varepsilon$ from 27.9 to 27.3; this does not replace a nonlinear treatment of the nearest neighbours. The largest rotational constant of the free molecule is 0.0034 eV, or 0.13 of $kT$ at 300 K, and treating the free molecule as a quantum rigid rotor lowers $\mu^2/3kT$ by about 3% at 300 K and 2% at 400 K, so classical rotation is a fair start for it, though not to all the digits given for steam; this ratio does not size quantum effects in the hindered motion of the liquid.

Finally, a finite $\varepsilon$ in Onsager's model is not a proof that no dipolar liquid can order. The model assumes an isotropic phase and finds that its linear response stays finite. Strong neighbour correlations, or a discontinuous transition to an ordered phase, lie outside it. What it establishes is narrower: the Lorentz pole is no evidence of ferroelectricity, because it comes from letting a dipole be turned by the field that follows it. The numerical output below collects the main values; the aug-cc-pVTZ results, the permittivity and $g$ for the 25% smaller cavity, the field just outside the cavity, the estimate with a halved susceptibility, the hard-sphere values and the quantum rotor correction were calculated separately and are not listed there.

## Computed results

```
O-H length 0.96 A, H-O-H angle 104.5 deg
dipole, PBE0/aug-cc-pVDZ: 0.3887 e A = 1.867 D
mean polarizability volume: 1.365 A^3
mass density 1.00 g/cm^3, molar mass 18.015 g/mol
number density: 0.03343 1/A^3
cavity radius: 1.926 A
e^2/(4 pi eps0): 14.3996 eV A
kT at 300 K: 0.02585 eV
Lorentz pole, rigid: 0.1016 eV = 1179 K
4 pi n alpha/3: 0.1911
Lorentz pole, polarizable: 0.1256 eV = 1457 K
y at 300 K: 3.929
spurious P at 300 K, rigid: 18.87 uC/cm^2
fraction of full alignment: 0.906
its Lorentz field: 71.0 MV/cm
eps 2: cavity 1.200 E, mean reaction 0.133 E, Lorentz 1.333 E
eps 10: cavity 1.429 E, mean reaction 2.571 E, Lorentz 4.000 E
eps 80: cavity 1.491 E, mean reaction 25.843 E, Lorentz 27.333 E
lattice: 304 points, reaction field 0.9142 (model units)
torque/reaction field, following: 4.6e-16
torque/reaction field, frozen: 1.000
reaction fraction 1.00 orienting: pole at 1178.7 K
reaction fraction 0.50 orienting: pole at 589.3 K
reaction fraction 0.25 orienting: pole at 294.7 K
reaction fraction 0: rigid eps at 1 K (formal) = 5305
eps_inf: 1.709
T 3000 K: Lorentz eps 5.21, Onsager eps 3.93
T 2000 K: Lorentz eps 11.66, Onsager eps 5.19
T 1600 K: Lorentz eps 39.53, Onsager eps 6.16
T 1000 K: Lorentz eps -10.11, Onsager eps 9.12
T 300 K: Lorentz eps -2.96, Onsager eps 27.93
Onsager eps at polarizable Lorentz pole: 6.64
Onsager eps at 300 K, rigid: 18.21
steam, 1 atm, 400 K: y = 1.617e-03
steam eps-1: Lorentz 0.005175, Onsager 0.005175
correlation factor needed for rough eps 80: 2.93
Onsager eps at 300 K, cavity radius 5% smaller: 30.08
moment change by saturation at 1 MV/cm: -0.466 %
largest rotational constant: 0.00340 eV
rotational constant / kT at 300 K: 0.132
```
